# Allen-Heine-Cardona band shifts: cancellation of Fan and Debye-Waller terms

## Definitions and conventions

Consider one electron on a ring of $N$ equal ions with spacing $d$. Ion $a$ rests at $ad$ and is displaced along the ring by $u_a$. The Hamiltonian is

$$H(u)=\frac{p^2}{2m_e}+V(x;u),\qquad V_a=\frac{\partial V}{\partial u_a},\qquad V_{ab}=\frac{\partial^2V}{\partial u_a\partial u_b},$$

with derivatives taken at $u=0$. The states $|m\rangle$ and energies $E_m$ belong to $H=H(0)$ and are normalized on the ring. A prime on $V$ or $v$ means $d/dx$. The state $n$ whose shift is sought is non-degenerate. Angle brackets without a state label, as in $\langle u_au_b\rangle$, are thermal averages, and $\langle\cdot\rangle_n$ is the expectation value in state $n$. Define

$$\Phi_{ab}=\mathrm{Re}\sum_{m\ne n}\frac{\langle n|V_a|m\rangle\langle m|V_b|n\rangle}{E_n-E_m}.$$

**Assumptions.**

- A1. The displacements are small and harmonic, with zero mean.
- A2. The ions are static while the electron energy is found (adiabatic approximation).
- A3. The potential moves with the ions: $V(x;u+s)=V(x-s;u)$ when every ion is shifted by $s$.
- A4. The ions are rigid: $V=\sum_a v(x-ad-u_a)$. Changes of screening caused by displacement are left out.
- A5. The function $v$ is even, different ions do not overlap, and $n$ is a band edge at $k_0=0$ or $k_0=\pi/d$, with $N$ such that $k_0$ is allowed on the ring.

Near the edge write $E_n(k_0+q)=E_n+Cq^2$ with $C\neq0$. Let $D$ be the change of the edge energy per unit uniform strain, $d\to d(1+\varepsilon)$, with $v$ unchanged.

## Theorem

**(i)** Under A1 and A2, the shift to second order in displacement is

$$\Delta E_n=\sum_{ab}\langle u_au_b\rangle\left[\Phi_{ab}+\tfrac12\langle V_{ab}\rangle_n\right].$$

The first part is the Fan term, the second the Debye-Waller term.

**(ii)** With A3, $\sum_b[\Phi_{ab}+\tfrac12\langle V_{ab}\rangle_n]=0$ for each $a$. Under a rigid translation the two terms therefore cancel completely.

**(iii)** With A4,

$$\Delta E_n=-\tfrac12\sum_{ab}\Phi_{ab}\langle(u_a-u_b)^2\rangle .$$

Thermal motion includes relative displacements, so in general a net shift is left.

**(iv)** With A5, and $\bar u=N^{-1}\sum_au_a$,

$$\Delta E_n=A_n\left\langle\frac1N\sum_a(u_a-\bar u)^2\right\rangle,\qquad A_n=-\frac{D^2}{C}.$$

Part (iv) is special to this one-dimensional chain. Parts (i) to (iii) have three-dimensional counterparts; that of (iii) is given below.

## Proof of (i): the two second-order terms

Expand the potential:

$$V(u)=V(0)+\sum_au_aV_a+\tfrac12\sum_{ab}u_au_bV_{ab}+\dots$$

The term quadratic in $u$ enters first-order perturbation theory and gives $\tfrac12\sum_{ab}u_au_b\langle V_{ab}\rangle_n$. The linear term enters second-order theory and gives

$$\sum_{m\ne n}\frac{|\langle m|\sum_au_aV_a|n\rangle|^2}{E_n-E_m}=\sum_{ab}u_au_b\Phi_{ab}.$$

The real part suffices because $u_au_b$ is symmetric in $a,b$. The remaining term, $\sum_au_a\langle V_a\rangle_n$, vanishes on averaging because $\langle u_a\rangle=0$. This proves (i).

Both terms are of the same order in $u$, so keeping one without the other is not a consistent expansion. The Fan term mixes states; the Debye-Waller term averages the potential seen by the unperturbed state.

**Thermal amplitude.** For an oscillator of mass $M$ and frequency $\omega$, $u=\sqrt{\hbar/2M\omega}\,(b+b^\dagger)$. In level $\nu$, only $bb^\dagger+b^\dagger b$ contributes to the mean square, which is $(\hbar/2M\omega)(2\nu+1)$. The thermal mean of $\nu$ is $\bar\nu=1/(e^{\hbar\omega/k_BT}-1)$, so

$$\langle u^2\rangle=\frac{\hbar}{2M\omega}(2\bar\nu+1)=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

At $T=0$ this is the zero-point value $\hbar/2M\omega$. For $k_BT\gg\hbar\omega$, $\coth y\to1/y$ gives $\langle u^2\rangle\to k_BT/M\omega^2$, and the second-order shift becomes linear in temperature.

## Proof of (ii): rigid translation

By A3, shifting all ions by $s$ only shifts the origin of $x$. Hence $E_n(u+s)=E_n(u)$ for every $u$. Differentiate with respect to $s$ at $s=0$, and then with respect to $u_a$ at $u=0$:

$$\sum_b\frac{\partial E_n}{\partial u_b}=0\quad\Rightarrow\quad\sum_b\frac{\partial^2E_n}{\partial u_a\partial u_b}=0.$$

By the proof of (i), half of this second derivative is $\Phi_{ab}+\tfrac12\langle V_{ab}\rangle_n$. This proves the sum rule.

The cancellation can also be seen directly. For a rigid translation $\sum_aV_a=-V'$ and $\sum_{ab}V_{ab}=V''$. From $[p,H]=-i\hbar V'$,

$$\langle m|V'|n\rangle=\frac{i}{\hbar}\langle m|[p,H]|n\rangle=\frac{i}{\hbar}(E_n-E_m)p_{mn}.$$

One energy factor cancels the denominator of the Fan term:

$$\sum_{m\ne n}\frac{|\langle m|V'|n\rangle|^2}{E_n-E_m}=\frac1{\hbar^2}\sum_m(E_n-E_m)|p_{mn}|^2.$$

The last sum follows from a double commutator evaluated in two ways. Inserting states gives

$$\langle[p,[p,H]]\rangle_n=\langle p^2H-2pHp+Hp^2\rangle_n=2\sum_m(E_n-E_m)|p_{mn}|^2,$$

whereas $[p,-i\hbar V']=-\hbar^2V''$. Therefore

$$\sum_{m\ne n}\frac{|\langle m|V'|n\rangle|^2}{E_n-E_m}=-\tfrac12\langle V''\rangle_n,$$

which is the Debye-Waller coefficient with the opposite sign. $\square$

## Proof of (iii): relative displacements

For rigid ions each part of $V$ depends on one displacement, so $V_{ab}=0$ for $a\ne b$. The sum rule then reads $\tfrac12\langle V_{aa}\rangle_n=-\sum_b\Phi_{ab}$. Insert this in (i):

$$\Delta E_n=\sum_{ab}\Phi_{ab}\left(\langle u_au_b\rangle-\langle u_a^2\rangle\right).$$

Since $\Phi_{ab}=\Phi_{ba}$, $\langle u_a^2\rangle$ may be replaced by $\tfrac12(\langle u_a^2\rangle+\langle u_b^2\rangle)$. The bracket becomes $-\tfrac12\langle(u_a-u_b)^2\rangle$. $\square$

**Remark (three dimensions).** With ions $i,j$ and Cartesian directions $\alpha,\beta$, the same argument gives

$$\Delta E_n=\sum_{i\alpha,j\beta}\Phi_{i\alpha,j\beta}\left(\langle u_{i\alpha}u_{j\beta}\rangle-\langle u_{i\alpha}u_{i\beta}\rangle\right).$$

The practical gain is that first-order matrix elements suffice. The price is the rigid-ion assumption: if the electrons rearrange so that $V_{ab}\neq0$ between different ions, (i) and (ii) still hold but this form need not.

## Proof of (iv): the chain at a band edge

**Lemma 1.** Under A5, $\Phi_{ab}$ has the same value $\Phi_1$ for all $a\ne b$.

*Proof.* At the edge $\psi=\psi_n$ can be chosen real, with $\psi(x+d)=\lambda\psi(x)$ and $\lambda=\pm1$. Being non-degenerate, it is even or odd about each ion, so $\psi^2$ is even there. As $V_b=-v'(x-bd)$ is odd about ion $b$, $\langle V_b\rangle_n=0$.

Define $\phi_b=\sum_{m\ne n}|m\rangle\langle m|V_b|n\rangle/(E_n-E_m)$. Then

$$(E_n-H)\phi_b=V_b\psi-\psi\langle V_b\rangle_n=V_b\psi,\qquad \Phi_{ab}=\int\psi V_a\phi_b\,dx.$$

Outside ion $b$ the right side is zero. On the arc that holds all the other ions, $\phi_b$ is thus a combination $\alpha\psi+\beta\chi$ of two independent solutions at energy $E_n$.

Because $H$ is periodic, $\chi(x+d)=\lambda'\chi(x)+\mu\psi(x)$. The Wronskian $\psi\chi'-\psi'\chi$ does not depend on $x$, which requires $\lambda\lambda'=1$, so $\lambda'=\lambda$. With $j_a=\int\psi V_a\chi\,dx$, moving by one cell gives

$$j_{a+1}=\lambda^2j_a+\lambda\mu\langle V_a\rangle_n=j_a.$$

For $a\neq b$, $\Phi_{ab}=\alpha\langle V_a\rangle_n+\beta j_a=\beta j_a$ is therefore independent of $a$. By translation, $\Phi_{ab}$ depends only on $a-b$, so the constant is the same for every $b$. $\square$

Now use $\sum_{ab}(u_a-u_b)^2=2N\sum_a(u_a-\bar u)^2$ in (iii):

$$\Delta E_n=-N\Phi_1\Big\langle\sum_a(u_a-\bar u)^2\Big\rangle=A_n\Big\langle\frac1N\sum_a(u_a-\bar u)^2\Big\rangle,\qquad A_n=-N^2\Phi_1.$$

It remains to find $A_n$. For Bloch states of band $m$ at $k_0+q$, write $\langle m,k_0+q|V_a|n\rangle=e^{-iqad}g_m(q)/N$ and

$$F(q)=\sum_m\frac{|g_m(q)|^2}{E_n-E_m(k_0+q)},$$

leaving out $m=n$ at $q=0$. Inserting these elements in $\Phi_{ab}$ gives $\Phi_{ab}=N^{-2}\sum_qF(q)e^{iq(a-b)d}$. The inverse transform is $F(q)=N\sum_b\Phi_{0b}e^{iqbd}$. By Lemma 1,

$$F(q\ne0)=N(\Phi_{00}-\Phi_1),\qquad F(0)=N[\Phi_{00}+(N-1)\Phi_1].$$

Their difference is $F(q)-F(0)=-N^2\Phi_1=A_n$ for every $q\ne0$. Since $F(q)$ is a property of one cell, $A_n$ does not depend on $N$ and can be read off at small $q$.

**Lemma 2.** As $q\to0$, $g_n(q)=iqD+O(q^2)$.

*Proof.* First find $D$. Put $x=(1+\varepsilon)y$ in the strained ring. The kinetic energy acquires the factor $(1+\varepsilon)^{-2}$, and ion $a$ contributes $v((1+\varepsilon)(y-ad))$. To first order in $\varepsilon$,

$$D=-\frac{\langle p^2\rangle_n}{m_e}+\langle B\rangle_n,\qquad B=\sum_a(x-ad)v'(x-ad).$$

Next, $g_n(q)=\langle n,k_0+q|\sum_ae^{iqad}V_a|n\rangle$. Within the range of ion $a$, $e^{iqad}=e^{iqx}[1-iq(x-ad)+\dots]$, hence

$$\sum_ae^{iqad}V_a=-e^{iqx}(V'-iqB)+O(q^2).$$

The function $\eta=e^{-iqx}\psi_{n,k_0+q}$ is an eigenstate of $H+\hbar qp/m_e+O(q^2)$, so

$$\eta=\psi+\frac{\hbar q}{m_e}\sum_{m\ne n}|m\rangle\frac{p_{mn}}{E_n-E_m}+O(q^2).$$

Since $\langle V'\rangle_n=0$, the matrix element of $V'$ found in the proof of (ii) gives

$$-\langle\eta|V'|\psi\rangle=-\frac{iq}{m_e}\sum_{m\ne n}|p_{mn}|^2=-\frac{iq}{m_e}\langle p^2\rangle_n.$$

Here $p_{nn}=0$ because $\psi$ is real. Adding $iq\langle B\rangle_n$ gives $iqD$. $\square$

As $q\to0$ the terms of $F(q)$ with $m\ne n$ tend to $F(0)$. The same-band term tends to $D^2q^2/(-Cq^2)$. Thus $A_n=-D^2/C$, which completes the proof. $\square$

**Remark (why a long wave is not a translation).** The squared coupling and the static energy denominator both vanish as $q^2$, so their ratio stays finite. A long wave carries strain, and the band-edge electron responds to it within its own band. The shift of a conduction minimum ($C>0$) is downward and that of a valence maximum ($C<0$) upward. In this chain the static second-order motion therefore narrows a gap between such edges, provided $D\ne0$.

**Remark (failure for acoustic waves).** For classical acoustic motion each mode has a mean square amplitude proportional to $1/q^2$. In one dimension the sum over modes then grows with the length of the chain, and by (iv) so does the static shift. The static approximation fails first where $|C|q^2$ is below the phonon energy. If $\hbar\omega\propto q$ is kept, the same-band term per unit squared displacement is at most of order $D^2q^2/\hbar\omega\propto q$ as $q\to0$, and it vanishes. The example below uses independent oscillators, for which the static second-order sum is finite.

## Worked example

The ions are Gaussian wells of width (standard deviation) 0.04 nm and integrated strength 0.24 eV nm, spaced by 0.30 nm. Each has mass 28 u and vibrates independently with phonon energy 40 meV. Neighbouring ions overlap very little: halfway between them, at 3.75 widths, each well has fallen to about 0.1 % of its depth. The valence top and conduction bottom both lie at $\pi/d$, and the gap with ions at rest is 1.140 eV. The spacing is held fixed when the temperature changes.

For independent ions, $\langle u_au_b\rangle=\langle u^2\rangle\delta_{ab}$. In a long chain the Fan coefficient, meaning the shift divided by $\langle u^2\rangle$, is the mean of $F(q)$ over the zone. The Debye-Waller coefficient is $\tfrac12\langle V''\rangle_n=-F(0)$. In eV/nm² they are:

| Edge | Rigid Fan | Debye-Waller | Thermal Fan | Thermal total |
|---|---:|---:|---:|---:|
| Valence | −138.0 | 138.0 | −31.9 | 106.0 |
| Conduction | 124.2 | −124.2 | 24.4 | −99.8 |

The first two columns cancel, as (ii) requires. In direct diagonalization, moving all ions by 0.05 nm changed the edges by less than $10^{-13}$ eV, which is rounding error. In thermal motion the Fan term cancels 23 % of the Debye-Waller term for the valence edge and 20 % for the conduction edge.

Part (iv) predicts the totals from the response to strain. For the valence edge $D=-7.434$ eV and $C=-0.5211$ eV nm², so

$$A_v=-\frac{(-7.434)^2}{-0.5211}=106.05\ \mathrm{eV/nm^2}.$$

For the conduction edge $D=-7.722$ eV and $C=0.5973$ eV nm², so $A_c=-99.8$ eV/nm². Both agree with the zone averages in the table.

At 300 K, $\langle u^2\rangle=2.875\times10^{-5}$ nm², a root mean square displacement of 0.0054 nm. The gap shift is

$$\Delta E_g=(-99.83-106.05)\times2.875\times10^{-5}\ \mathrm{eV}=-5.92\ \mathrm{meV}.$$

It is −3.84 meV at 0 K, from zero-point motion, and −7.35 meV at 400 K. Between 300 and 400 K the mean slope is −0.014 meV/K.

Two further results illustrate (iv). A ring of 8 cells gives −5.18 meV at 300 K. This is $7/8$ of the long-chain value, because removing $\bar u$ from independent displacements leaves a variance $(1-1/N)\langle u^2\rangle$. Giving neighbours a correlation $\langle u_au_{a+1}\rangle=0.3\langle u^2\rangle$ leaves the long-chain shift at −5.92 meV. Short-range correlation does not change the variance about the mean when $N$ is large. This insensitivity belongs to the chain and should not be carried over to a three-dimensional crystal.

### What the static second-order model neglects

**Phonon energy.** If state $m$ is empty, an electron in $n$ can reach it by emitting or absorbing a phonon, with weights $\bar\nu+1$ and $\bar\nu$. If $m$ is filled, an electron in $n$ instead blocks the virtual transition $m\to n$, whose energy must be subtracted. With filling $f_m=0$ or 1, both cases are contained in the replacement

$$\frac{2\bar\nu+1}{E_n-E_m}\to\frac{\bar\nu+1-f_m}{E_n-E_m-\hbar\omega}+\frac{\bar\nu+f_m}{E_n-E_m+\hbar\omega}.$$

For $\hbar\omega\to0$ at fixed $\bar\nu$ the filling drops out and the static form returns. With a broadening of 5 meV to treat the resonances, the gap shift at 300 K becomes −5.77 meV, 2.6 % smaller in size than the static value. The result depends weakly on the broadening: between 0.2 and 10 meV the shift moves by less than 0.01 meV and the reduction runs from 2.5 % to 2.7 %.

**Higher orders.** Full energies of randomly displaced 8-cell rings at 300 K differ from the second-order gap shift by $0.009$ meV on average, with a sampling error of 0.0005 meV. This is about 0.2 % of the 8-cell shift. The estimate holds for this short ring and should not be carried over to a long frozen chain. By (iv) the shift is the mean over ions of $A_n(u_a-\bar u)^2$, and this quantity fluctuates from ion to ion. The fluctuation acts on the edge state as a random potential whose Fourier components are of size $\sqrt2\,|A_n|\langle u^2\rangle N^{-1/2}$, while the level spacing near the edge falls as $1/N^2$. Treating it in second order, with $\sum_{q\ne0}q^{-2}\approx N^2d^2/12$, gives an estimated fourth-order shift $-A_n^2\langle u^2\rangle^2Nd^2/6C$ per edge. For the gap at 300 K this is about $-0.0005N$ meV, or 4 % of the second-order shift at $N=512$, so the static expansion eventually fails as $N$ grows. The first-order coupling to neighbouring levels, of order $N^{-3/2}$, is not the cause of this growth: for displacements $\pm\langle u^2\rangle^{1/2}$ in equal numbers, which have the same coupling but constant $u_a^2$, the remainder stays near 0.005 meV from $N=8$ to $N=1024$. The long-chain values above are therefore second-order results, not exact edges of a long disordered chain.

**Thermal expansion.** The gap changes by $-7.722+7.434=-0.288$ eV per unit strain. With a rough expansion coefficient of $3\times10^{-6}$ per kelvin, this adds −0.0009 meV/K, about 6 % of the vibrational slope.

**Carriers.** At 400 K the factor $\exp(-E_g/2k_BT)$ is $7\times10^{-8}$. For an undoped chain with its Fermi level near midgap, treating the bands as full and empty is therefore adequate.

### Comparison with silicon

The gap, ion mass and phonon energy are in the rough range of silicon, but the chain is not a calculation of silicon. Near room temperature silicon's gap falls by roughly 0.2 to 0.3 meV/K, more than ten times the slope found here. The chain has one direction of motion, one ion per cell and a direct gap. Silicon has three directions, two ions per cell and an indirect gap, and its electrons screen the moving ions. Its phonons also span a spectrum with soft acoustic modes: the mean square displacement per direction at 300 K is about $6\times10^{-5}$ nm², twice that of the single 40 meV oscillator used here, and it rises roughly twice as fast with temperature. The example does not determine how the missing slope is shared among these differences. The corrections sized above are far too small to supply it. The chain's slope should therefore not be used to estimate the gap in a hot chip; the sum rule (ii) does carry over, as a condition that a calculation for the real crystal must satisfy. The computed values are collected in the numerical output.

## Numbers as computed

```
Ion spacing: 0.30 nm
Ion strength: 0.24 eV nm
Ion width: 0.04 nm
Ion mass: 28 u
Phonon energy: 40 meV
Gap with ions at rest: 1.1397 eV
Mean square displacement at 0 K: 1.8661e-05 nm^2
Mean square displacement at 300 K: 2.8752e-05 nm^2
Mean square displacement at 400 K: 3.5693e-05 nm^2
Root mean square displacement at 300 K: 0.00536 nm
Valence rigid Fan coefficient: -137.963 eV/nm^2
Valence Debye-Waller coefficient: 137.963 eV/nm^2
Valence thermal Fan coefficient: -31.917 eV/nm^2
Valence total coefficient: 106.046 eV/nm^2
Valence Fan shift at 300 K: -0.918 meV
Valence Debye-Waller shift at 300 K: 3.967 meV
Valence total shift at 300 K: 3.049 meV
Valence part of Debye-Waller cancelled: 23.1 %
Valence edge shift per unit strain: -7.434 eV
Valence band curvature C: -0.5211 eV nm^2
Valence long-wave residue: 106.05 eV/nm^2
Conduction rigid Fan coefficient: 124.235 eV/nm^2
Conduction Debye-Waller coefficient: -124.235 eV/nm^2
Conduction thermal Fan coefficient: 24.405 eV/nm^2
Conduction total coefficient: -99.830 eV/nm^2
Conduction Fan shift at 300 K: 0.702 meV
Conduction Debye-Waller shift at 300 K: -3.572 meV
Conduction total shift at 300 K: -2.870 meV
Conduction part of Debye-Waller cancelled: 19.6 %
Conduction edge shift per unit strain: -7.722 eV
Conduction band curvature C: 0.5973 eV nm^2
Conduction long-wave residue: -99.83 eV/nm^2
Largest edge change, rigid move 0.05 nm: 5.2e-14 eV
Static AHC gap shift at 0 K: -3.842 meV
Static AHC gap shift at 300 K: -5.919 meV
Static AHC gap shift at 400 K: -7.348 meV
AHC gap slope, 300 to 400 K: -0.01429 meV/K
Gap shift at 300 K with phonon energy: -5.766 meV
Broadening used with phonon energy: 5 meV
Second-order gap shift, 8 cells, 300 K: -5.179 meV
Higher-order gap shift, 8 cells, 300 K: 0.0091 meV
Sampling error of higher orders: 0.0005 meV
Neighbour correlation tried: 0.3
Gap shift at 300 K with correlation: -5.919 meV
Rough expansion coefficient: 3.0e-06 1/K
Gap slope from expansion: -0.00086 meV/K
Carrier factor exp(-gap/2kT) at 400 K: 6.6e-08
```
